\section*{Einstein–Helfand and Green–Kubo routes to thermal conductivity}

\section{Result and conventions}

Let $J(t)$ be the $x$ component of the heat flux density, averaged over a volume $V$ of a solid in equilibrium at temperature $T$. Its mean is zero and its statistics are stationary. Define
\begin{equation}
C(s)=\langle J(s)J(0)\rangle,\qquad Q(t)=\int_0^t J(s)\,ds,\qquad M(t)=\langle Q(t)^2\rangle .
\end{equation}
At every finite $t$,
\begin{equation}
M(t)=2\int_0^t (t-s)\,C(s)\,ds. \label{main}
\end{equation}
If $G(t)=\int_0^t C(s)\,ds$ has a finite limit $G_\infty$, then
\begin{equation}
\kappa=\frac{V}{k_BT^2}\lim_{t\to\infty}G(t)=\frac{V}{k_BT^2}\lim_{t\to\infty}\frac{M(t)}{2t}. \label{kappa}
\end{equation}
The first form is the Green--Kubo formula, the second the Einstein--Helfand formula. They share the limit but differ at finite $t$. The volume is taken to infinity, at fixed $t$, before $t$ is. The algebra uses atomic units, $\hbar=1$, with $k_B$ kept and $\beta=1/(k_BT)$.

\section{The weighted integral}

Squaring $Q$ and using stationarity gives
\begin{equation}
M(t)=\int_0^t\!ds'\int_0^t\!ds''\,C(s'-s'').
\end{equation}
Stationarity also makes $C$ even, since $\langle J(-s)J(0)\rangle=\langle J(0)J(s)\rangle$. The halves $s'>s''$ and $s'<s''$ of the square therefore contribute equally. In the first half put $s=s'-s''$ at fixed $s''$; the Jacobian is 1. For given $s$, the condition $s'=s''+s\le t$ restricts $s''$ to $0\le s''\le t-s$, an interval of length $t-s$. Doubling this half gives \eqref{main}. The weight counts the pairs of instants in the window that lie a time $s$ apart.

Differentiation gives a boundary term $2(t-t)C(t)=0$ and
\begin{equation}
M'(t)=2\int_0^t C(s)\,ds=2G(t),\qquad M''(t)=2C(t).
\end{equation}
Since $M(0)=0$, integrating back yields
\begin{equation}
\frac{M(t)}{2t}=\frac1t\int_0^t G(s)\,ds. \label{average}
\end{equation}
The Einstein ratio is the time average of the running Green--Kubo integral, while half the local slope of $M$ is that integral itself.

\section{The common limit, and when it fails}

Suppose $G(t)\to G_\infty$. For any $\epsilon>0$ there is a time $t_1$ after which $|G-G_\infty|<\epsilon$. Splitting the average at $t_1$,
\begin{equation}
\left|\frac{M(t)}{2t}-G_\infty\right|\le\frac1t\int_0^{t_1}|G(s)-G_\infty|\,ds+\epsilon .
\end{equation}
The first term vanishes as $t\to\infty$, and $\epsilon$ is arbitrary, so the limits agree. Absolute integrability of $C$ is sufficient for $G$ to converge, but the proof needs only the convergence.

The converse is false. Take $J=\sqrt2\cos(\omega_0t+\varphi)$ with $\varphi$ uniformly random. Then $C=\cos\omega_0s$, and
\begin{equation}
G=\frac{\sin\omega_0t}{\omega_0},\qquad M=\frac{2(1-\cos\omega_0t)}{\omega_0^2}.
\end{equation}
Here $M/(2t)\to0$ while $G$ oscillates for ever. For $\omega_0=1$ and $300<t\le400$, the computed $G$ still swings over a range of 2.000, whereas $M/(2t)$ stays below 0.007.

Two further conditions matter. If the flux has a mean $a$, then $Q$ gains $at$ and $M$ gains $a^2t^2$, the cross term vanishing because $\langle Q\rangle=0$; the mean must be removed first. And for a finite body with insulating walls, let $B=\int x\,\delta e\,d^3r$, where $\delta e$ is the energy-density fluctuation. Energy conservation and integration by parts give $\dot B=VJ$, so $VQ=B(t)-B(0)$ and $V^2M\le4\langle B^2\rangle$. At fixed size $M$ is bounded and $M/(2t)\to0$. For such a body the large-volume limit must therefore come first. In a periodic box $B$ is not defined and this bound does not apply, but the limit still depends on the box size.

\section{Why the limit is the conductivity}

Consider an infinite homogeneous solid without net drift or mean stress, with energy and position referred to the lattice sites. Sound then carries no energy flux to first order; otherwise it would add a term in $t^2$ to the spreading below. With local heat flux $j_a$, define
\begin{equation}
S(\mathbf r,t)=\langle\delta e(\mathbf r,t)\,\delta e(0,0)\rangle,\qquad S_2(t)=\int x^2S(\mathbf r,t)\,d^3r .
\end{equation}
Let $\Gamma_{ab}(\mathbf r,t)=\langle j_a(\mathbf r,t)j_b(0,0)\rangle$. Correlations depend on differences of time and position. Moving one time derivative to the second factor costs a minus sign, and so does moving one space derivative. With $\partial_t\delta e=-\partial_aj_a$ the two signs cancel:
\begin{equation}
\partial_t^2S=\partial_a\partial_b\Gamma_{ab}.
\end{equation}
Multiply by $x^2$ and integrate by parts twice. Only $a=b=x$ survives, with factor 2. Since $J=V^{-1}\int j_x\,d^3r$, one has $\int\Gamma_{xx}\,d^3r=VC$, hence
\begin{equation}
S_2''(t)=2VC(t). \label{spread}
\end{equation}
Stationarity gives $S(\mathbf r,-t)=S(-\mathbf r,t)$, so $S_2$ is even and $S_2'(0)=0$. Two integrations give $S_2(t)-S_2(0)=VM(t)$: the mean-square integrated flux measures how far an energy fluctuation has spread.

Now prepare a weak energy bump with the initial ensemble $\exp[-\beta(H-F)]$, $F=\int f\,\delta e\,d^3r$. To first order in $f$ its later profile is
\begin{equation}
\overline{\delta e}(\mathbf r,t)=\beta\int f(\mathbf r')\,S(\mathbf r-\mathbf r',t)\,d^3r'.
\end{equation}
Thus $S$ spreads as a real temperature bump does. Assume that Fourier's law governs the late spreading. With heat capacity $c$ per volume and $D=\kappa/c$, $\partial_tS=D\nabla^2S$, and integration by parts gives
\begin{equation}
S_2'(t)\to2D\int S\,d^3r=2D\,k_BT^2c=2\kappa k_BT^2 .
\end{equation}
The integral is the energy variance per volume, and $\langle\delta E^2\rangle=-\partial\langle E\rangle/\partial\beta=k_BT^2\,\partial\langle E\rangle/\partial T$. In the infinite stress-free body the strain fluctuates with the energy, so $c$ need not be the heat capacity at fixed volume; the same $c$ enters $D$ and the variance and cancels. But \eqref{spread} gives $S_2'=2VG$. Equating the two yields \eqref{kappa}.

\section{The quantum case}

For operators, exchanging the labels $s'$ and $s''$ in $\langle Q^2\rangle$ selects
\begin{equation}
C(s)=\tfrac12\langle J(s)J(0)+J(0)J(s)\rangle,
\end{equation}
which is even, so \eqref{main} holds unchanged. As a test, five random energy levels with a random Hermitian flux of zero mean, at $\beta=1.3$ and $t=2.7$, gave 12.633026 both for $\langle Q^2\rangle$ and for the weighted integral.

The temperature bump is governed by a different correlation. Expanding $e^{-\beta(H-F)}$ to first order gives $e^{-\beta H}\bigl(1+\int_0^\beta d\lambda\,e^{\lambda H}Fe^{-\lambda H}\bigr)$. The previous section then holds with Kubo's canonical correlation,
\begin{equation}
\Phi(t)=\frac1\beta\int_0^\beta d\lambda\,\langle e^{\lambda H}Je^{-\lambda H}J(t)\rangle ,
\end{equation}
in place of $C$. For levels $m,n$ with occupations $p_m,p_n$ and $\omega=E_m-E_n$, the $\lambda$ integral gives the line weight
\begin{equation}
p_m|J_{mn}|^2\,\frac{e^{\beta\omega}-1}{\beta\omega}=|J_{mn}|^2\,\frac{p_n-p_m}{\beta\omega},
\end{equation}
because $p_n=p_me^{\beta\omega}$. The symmetrized weight is $\frac12(p_m+p_n)|J_{mn}|^2$, and the ratio of symmetrized to canonical is
\begin{equation}
\frac{\beta\omega}{2}\,\frac{p_n+p_m}{p_n-p_m}=\frac{\beta\omega}{2}\coth\frac{\beta\omega}{2}\;\longrightarrow\;1\qquad(\omega\to0).
\end{equation}
The time integral from 0 to $\infty$ of an even correlation is half its spectrum at zero frequency. Both correlations therefore give the same $\kappa$, provided that the spectra are continuous there, as required of the large system.

\section{How fast the two routes converge}

Equation \eqref{main} divided by $2t$ reads
\begin{equation}
\frac{M(t)}{2t}=G_\infty-\int_t^\infty C\,ds-\frac1t\int_0^t sC\,ds .
\end{equation}
If $s|C|$ is integrable, the second term is at most $t^{-1}\int_t^\infty s|C|\,ds=o(1/t)$, so
\begin{equation}
\frac{M(t)}{2t}=G_\infty-\frac1t\int_0^\infty sC(s)\,ds+o(1/t). \label{offset}
\end{equation}
For exponentially decaying correlations the Green--Kubo error is exponentially small, while the Einstein ratio keeps an error of order $1/t$ unless the first moment vanishes.

For a tail $C\simeq\alpha s^{-3/2}$ the first moment diverges. Then $G_\infty-G\simeq2\alpha t^{-1/2}$, and by \eqref{average} the Einstein error is the time average of this, $4\alpha t^{-1/2}$. It is asymptotically twice as large, and a given small error takes four times as long to reach.

\section{A phonon gas}

Take classical phonons with three equal branches, $\omega=vk$ up to $k_m$, and relaxation rate $A\omega^2$. The flux is $J=V^{-1}\sum_qE_qv_{x,q}$; opposite wavevectors cancel its mean. A classical oscillator's energy is distributed as $e^{-\beta E}$, with variance $(k_BT)^2$. For independent modes whose fluctuations decay as $e^{-s/\tau_q}$,
\begin{equation}
VC(s)=\frac{(k_BT)^2}{V}\sum_qv_{x,q}^2e^{-s/\tau_q}.
\end{equation}
Replace the sum by $3V\int d^3k/(2\pi)^3$ and average $v_x^2$ to $v^2/3$. For $n$ primitive cells per volume, $k_m^3=6\pi^2n$. With $x=k/k_m$ and $\tau_0=1/(Av^2k_m^2)$, the shortest lifetime,
\begin{equation}
VC(s)=3n(k_BT)^2v^2\int_0^1x^2e^{-x^2s/\tau_0}dx .
\end{equation}
The time integral turns $x^2$ into $\tau_0$, so
\begin{equation}
\kappa=3nk_Bv^2\tau_0. \label{gas}
\end{equation}
Intervals of equal width in $x$ contribute equally: long-wavelength modes are few but live long. They also make the tail, because for $s\gg\tau_0$ the $x$ integral tends to $\frac{\sqrt\pi}{4}(s/\tau_0)^{-3/2}$.

With $u=t/\tau_0$, the running integral relative to its limit is
\begin{equation}
g(u)=\int_0^1(1-e^{-x^2u})\,dx=1-\frac{\sqrt\pi\,\mathrm{erf}\sqrt u}{2\sqrt u}.
\end{equation}
Its time average is the Einstein ratio,
\begin{align}
h(u)&=1-\frac1u\int_0^1\frac{1-e^{-x^2u}}{x^2}\,dx\nonumber\\
&=1-\frac1u\left\{\left[-\frac{1-e^{-x^2u}}{x}\right]_0^1+2u\int_0^1e^{-x^2u}dx\right\}\nonumber\\
&=1-\frac{\sqrt\pi\,\mathrm{erf}\sqrt u}{\sqrt u}+\frac{1-e^{-u}}{u}.
\end{align}
A simulation of 400\,000 modes, with energies redrawn from the thermal distribution at random collision times, gave $h(20)=0.647\pm0.004$ (one standard error); the formula gives 0.654, 1.7 standard errors away.

Independent relaxation does not conserve energy. Suppose instead that collisions conserve energy by returning what is lost to the modes, equally for opposite directions. The returned part then carries no flux and leaves $C$ unchanged. Collisions that also conserve crystal momentum do not meet this condition; for the linear dispersion the flux is proportional to the momentum, and if all collisions conserved it $C$ would not decay at all. The case that conserves energy only was tested with rates $(x^2+0.1)/\tau_0$: the decay of a temperature wave of wavenumber $10^{-3}/(v\tau_0)$ and the Green--Kubo integral both gave $D=0.6001\,v^2\tau_0$.

\section{Numbers in the regime of silicon}

Take $n=25\ \mathrm{nm^{-3}}$, $v=6$ nm/ps, $A=5\times10^{-5}$ ps and $T=300$ K. Then $k_m=(6\pi^2\times25)^{1/3}=11.40\ \mathrm{nm^{-1}}$, $\omega_m=vk_m=68.4$ rad/ps and $\tau_0=1/(A\omega_m^2)=4.28$ ps. With $k_B=8.617\times10^{-5}$ eV/K, \eqref{gas} gives
\begin{equation}
\kappa=0.1\times3(25)(8.617\times10^{-5})(6)^2(4.277)=0.0995\ \frac{\mathrm{eV}}{\mathrm{ps\,\mathring{A}\,K}}=159\ \frac{\mathrm W}{\mathrm{m\,K}},
\end{equation}
where 0.1 converts $\mathrm{nm^{-1}}$ to $\mathrm{\mathring{A}^{-1}}$. The finite-time estimates, in W/(m\,K), are:
\begin{center}
\begin{tabular}{rrr}
$t$ (ps) & Green--Kubo & Einstein\\
10 & 69.9 & 41.9\\
100 & 130.2 & 107.8\\
1000 & 150.2 & 141.6\\
10\,000 & 156.5 & 153.7\\
100\,000 & 158.5 & 157.6
\end{tabular}
\end{center}
An error of 1\% of $\kappa$ remains until 34 ns for Green--Kubo and 134 ns for Einstein, the predicted factor of four, although the shortest lifetime is 4 ps. These are systematic errors of the exact averages; sampling noise is separate.

A periodic box omits the longest waves. With lifetimes held fixed, the infinite-time wavevector sum gives 153.6, 156.4 and 157.9 W/(m\,K) for sides of 10, 20 and 40 nm. The last doubling shifts it by 1.5 W/(m\,K), and extrapolation in inverse side from 20 and 40 nm gives 159.4 W/(m\,K) (159.2 from 10 and 20 nm). The box also cuts off the tail, so the times above belong to the infinite crystal. To come within 1\% of its own limit, the 10 nm box needs 1.8 ns for Green--Kubo and 10 ns for Einstein, and the 40 nm box needs 9 and 38 ns.

Grains of size $L=1000$ nm add a rate $v/L$ if each crossing erases a phonon's flux. With $b=v\tau_0/L=0.0257$, the factor multiplying $\kappa$ is $\int_0^1x^2/(x^2+b)\,dx$, which gives 123 W/(m\,K). The tail is now cut off exponentially and \eqref{offset} applies. The ratio $\int sC\,ds/\int C\,ds$ is 21.7 ps, so the Einstein ratio is within 1\% of this lower value after 2170 ps. The running integral, or equally half the slope of $M$, needs 208 ps.

\section{The model beside real silicon}

Silicon has about 25 primitive cells per $\mathrm{nm^3}$, sound speeds of several nm/ps, and a room-temperature conductivity of roughly 150 W/(m\,K). The model value is close because $A$ is an effective parameter of suitable size; the agreement is no evidence for the model. The largest correction sized here is the bending of the dispersion. For $\omega=(2vk_m/\pi)\sin y$, $y=\pi k/2k_m$, at fixed $v$, $k_m$ and $A$, $\kappa$ is multiplied by $\frac2\pi\int_0^{\pi/2}y^2\cot^2y\,dy$, a change of $-44\%$. A smaller $A$ would then be needed. In devices, boundaries break the assumption of a large perfect crystal; in this model the 1000 nm grains above already lower $\kappa$ by 23\%. That figure rests on the model's free paths, of which those above 1000 nm carry 16\% of $\kappa$, and need not hold for real silicon. With the bent dispersion and $A$ refitted to the same $\kappa$, those free paths carry 37\%, the grains lower $\kappa$ by 42\%, and the times to 1\% error grow from 34 and 134 ns to about 190 and 740 ns.

The other effects sized here, each taken alone, are smaller at 300 K. Bose heat capacities at fixed lifetimes change $\kappa$ by $-8\%$, the model's highest phonon energy being 0.045 eV against $k_BT=0.026$ eV. Point defects with an assumed rate $(10^{-9}\ \mathrm{ps^3})\,\omega^4$ change it by $-3\%$. Three optical branches with assumed speed 1 nm/ps and lifetime 2 ps add $nk_Bv^2\tau=0.7$ W/(m\,K) with classical heat capacities, and less with Bose ones. For carriers at $10^4$ S/m the degenerate Wiedemann--Franz law gives 0.07 W/(m\,K); silicon at this conductivity has several $10^{18}$ carriers per $\mathrm{cm^3}$ and a Fermi level in the gap only one to two $k_BT$ from the band edge. It is partly degenerate, and the value lies between about 0.045 and 0.09 W/(m\,K) depending on the scattering law. At 400 K, with $A\propto T$, the model gives 120 W/(m\,K); real silicon falls faster than $1/T$, to roughly 100 W/(m\,K). Momentum-conserving collisions, separate branch lifetimes and higher-order scattering are not sized. None of these changes \eqref{main}; they change the $C(s)$ that enters it. Further digits are in the numerical output.

\section*{Computed results}
\begin{verbatim}
Quantum test, M direct: 12.63302550 (reduced)
Quantum test, M weighted: 12.63302550 (reduced)
Cosine, late swing of running integral: 2.000 (reduced)
Cosine, late maximum of M/(2t): 0.0066 (reduced)
Sampled Einstein ratio at u=20: 0.6466 +- 0.0043
Closed Einstein ratio at u=20: 0.6537
Diffusivity, decay of long wave: 0.60012 (reduced)
Diffusivity, Green-Kubo: 0.60012 (reduced)
Tail exponent of C: -1.5000
Einstein/Green-Kubo error ratio at u=10000: 1.9887
Temperature: 300 K; kB T: 0.02585 eV
Cell density: 25 nm^-3; speed: 6.0 nm/ps
Scattering coefficient A: 5.0e-05 ps
Largest wavevector: 11.397 nm^-1
Largest angular frequency: 68.38 rad/ps
Largest phonon energy: 0.0450 eV
Shortest lifetime tau0: 4.277 ps
Shortest mean free path: 25.66 nm
kappa: 159.43 W/(m K) = 0.09951 eV/(ps angstrom K)
V C(0): 0.6015 eV^2/(nm ps^2)
V M at 1000 ps: 13712.139 eV^2/nm
t=10 ps: Green-Kubo 69.86, Einstein 41.89 W/(m K)
t=100 ps: Green-Kubo 130.21, Einstein 107.81 W/(m K)
t=1000 ps: Green-Kubo 150.19, Einstein 141.63 W/(m K)
t=10000 ps: Green-Kubo 156.51, Einstein 153.66 W/(m K)
t=100000 ps: Green-Kubo 158.51, Einstein 157.59 W/(m K)
Time to 10% error: Green-Kubo 336, Einstein 1257 ps
Time to 1% error: Green-Kubo 33591, Einstein 133507 ps
Wavevector sum, box 10 nm: 153.57 W/(m K)
Wavevector sum, box 20 nm: 156.38 W/(m K)
Wavevector sum, box 40 nm: 157.88 W/(m K)
Shift from 20 to 40 nm box: 1.50 W/(m K)
Box sums extrapolated in 1/side: 159.38 W/(m K)
Grain size: 1000 nm; kappa: 123.37 W/(m K)
Grain case, Einstein time offset: 21.66 ps
Grain case, time to 1% error: Green-Kubo 208, Einstein 2166 ps
Change from bent dispersion: -43.6 %
Change from Bose heat capacity: -7.7 %
Point-defect coefficient: 1.0e-09 ps^3
Change from point defects: -3.0 %
Change from grain boundaries: -22.6 %
Optical speed: 1.0 nm/ps; lifetime: 2.0 ps
Optical branches add: 0.69 W/(m K)
Electrical conductivity: 1e+04 S/m
Carriers add about: 0.073 W/(m K)
kappa at 400 K with rate proportional to T: 119.58 W/(m K)
\end{verbatim}
